# Which Dislocation Loops Leak in a Reverse-Biased Junction?: a numerical check

```python
"""Reverse leakage of equal dislocation-loop layers at different depths.

Result under test: a layer of midgap centres with velocity S gives q*S*ni/2
inside the generation zone of a reverse-biased junction, but only about
q*S*ni^2/N in neutral material. The generation zone ends where p = 2*ni.
Symbols: N doping, ni intrinsic density, s distance from junction,
xp depletion half-width, xh generation half-width, D diffusivity,
L diffusion length, VR reverse bias, Gamma tunnelling enhancement.
Units are cm, s, V, A unless a name or label says otherwise.
Model parameters are round values in the rough regime of implanted silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e
eps = 12.0 * const.epsilon_0 / 100.0
gap, N, T0, bias0 = 1.12, 2.0e17, 300.0, 2.0
dos300, mass = 2.5e19, 0.25
D, L = 10.0, 100e-4
loop_density, radius, spacing = 1e10, 15e-7, 10e-7
capture = 1e-15 * 1e7
sites_per_loop = 2 * np.pi * radius / spacing
site_density = loop_density * sites_per_loop
S0 = capture * site_density
nm = 1e-7


def thermal(T):
    return kB * T / q


def intrinsic(T):
    return dos300 * (T / 300)**1.5 * np.exp(-gap / (2 * thermal(T)))


def total_voltage(T, VR):
    return VR + 2 * thermal(T) * np.log(N / intrinsic(T))


def half_width(T, VR):
    return np.sqrt(2 * eps * (total_voltage(T, VR) / 2 - thermal(T))
                   / (q * N))


def inactive_width(T):
    vt = thermal(T)
    return np.sqrt(2 * eps * vt * (np.log(N / (2 * intrinsic(T))) - 1)
                   / (q * N))


# Nonlinear Poisson equation; p side is at negative x.
h = 0.25 * nm
x = np.arange(-8000, 8001) * h
middle = len(x) // 2


def solve_poisson(T, VR):
    vt, ni = thermal(T), intrinsic(T)
    xp = half_width(T, VR)
    left = -vt * np.log(N / ni)
    right = VR - left
    psi = np.where(x < 0, left, right)
    inside = np.abs(x) < xp
    bend = vt + q * N * (xp - np.abs(x))**2 / (2 * eps)
    psi[inside & (x <= 0)] = left + bend[inside & (x <= 0)]
    psi[inside & (x > 0)] = right - bend[inside & (x > 0)]
    doping = N * np.sign(x)
    for _ in range(100):
        n = ni * np.exp((psi - VR) / vt)
        p = ni * np.exp(-psi / vt)
        residual = ((psi[2:] - 2 * psi[1:-1] + psi[:-2]) / h**2
                    + q / eps * (p - n + doping)[1:-1])
        bands = np.ones((3, len(x) - 2)) / h**2
        bands[1] = -2 / h**2 - q * (n + p)[1:-1] / (eps * vt)
        change = solve_banded((1, 1), bands, -residual)
        psi[1:-1] += np.clip(change, -0.5, 0.5)
        if np.max(np.abs(change)) < 1e-8:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    return psi


def sheet_scan(psi, T, VR, S):
    """Extra terminal current for one sheet placed at each grid point."""
    vt, ni = thermal(T), intrinsic(T)

    def both_integrals(weight):
        pieces = 0.5 * h * (weight[1:] + weight[:-1]) / D
        before = np.r_[0.0, np.cumsum(pieces)]
        after = np.r_[np.cumsum(pieces[::-1])[::-1], 0.0]
        return before, after, np.sum(pieces)

    en, ep = np.exp(psi / vt), np.exp(-psi / vt)
    rb, ra, rt = both_integrals(ep)
    hb, ha, ht = both_integrals(en)
    nb = en * ni * (ra / rt + np.exp(-VR / vt) * rb / rt)
    pb = ep * ni * (ha / ht + np.exp(VR / vt) * hb / ht)
    gn, gp = en * rb * ra / rt, ep * hb * ha / ht
    a = gn + gp + S * gn * gp
    b = nb + pb + 2 * ni + S * (nb * gp + pb * gn)
    c = S * (ni**2 - nb * pb)
    generated = 2 * c / (b + np.sqrt(b*b + 4*a*c))
    return q * generated * (rb / rt - hb / ht)


def at(scan, distance):
    return float(np.interp(-distance, x, scan))


def tunnel_gamma(F, available, T, m=mass):
    if F <= 0 or available <= 0:
        return 0.0
    b = (4 * np.sqrt(2 * m * m0) * (kB * T)**1.5
         / (3 * q * hbar * F * 100))
    top = available / thermal(T)
    peak = min((2 / (3 * b))**2, top)
    f = lambda t: np.exp(t - b * t**1.5)
    return (quad(f, 0, peak, limit=200)[0]
            + quad(f, peak, top, limit=200)[0])


def gamma_field(T, m=mass):
    return np.sqrt(24 * m * m0 * (kB * T)**3) / (q * hbar) / 100


def depleted_current(s, T, VR, tunnelling=False, m=mass):
    vt, ni, xp = thermal(T), intrinsic(T), half_width(T, VR)
    bend = vt + q * N * (xp - s)**2 / (2 * eps)
    V = total_voltage(T, VR)
    p = N * np.exp(-bend / vt)
    n = N * np.exp(-(V - bend) / vt)
    ge = gh = 0.0
    if tunnelling:
        F = q * N * (xp - s) / eps
        ge = tunnel_gamma(F, min(gap / 2, V - bend), T, m)
        gh = tunnel_gamma(F, min(gap / 2, bend), T, m)
    return q*S0*ni**2 / ((n+ni)/(1+gh) + (p+ni)/(1+ge))


def neutral_current(d, T, S=S0):
    phi = np.exp(-d / L)
    g = L * (1 - phi**2) / (2 * D)
    return q * S * intrinsic(T)**2 / N * phi**2 / (1 + S * g)


vt, ni = thermal(T0), intrinsic(T0)
xp = half_width(T0, bias0)
xh = xp - inactive_width(T0)
peak_field = q * N * xp / eps
psi = solve_poisson(T0, bias0)
scan = sheet_scan(psi, T0, bias0, S0)

# Poisson field and generation width against closed forms.
numeric_field = (psi[middle + 1] - psi[middle - 1]) / (2 * h)
assert abs(numeric_field / peak_field - 1) < 0.01
n_flat = ni * np.exp((psi - bias0) / vt)
p_flat = ni * np.exp(-psi / vt)
numeric_width = np.sum(2 * ni / (n_flat + p_flat + 2 * ni)) * h
assert abs(numeric_width / (2 * xh) - 1) < 0.02

# Sheet current against drift-diffusion, inside and outside depletion.
for s in np.array([0, 20, 40, 50, 60, 70]) * nm:
    assert abs(at(scan, s) / depleted_current(s, T0, bias0) - 1) < 0.05
for S in (S0, 1e6):
    neutral_scan = sheet_scan(psi, T0, bias0, S)
    d, H = 400 * nm - xp, -x[0] - xp
    phi = 1 - d / H
    predicted = q*S*ni**2/N * phi**2 / (1 + S*d*phi/D)
    assert abs(at(neutral_scan, 400 * nm) / predicted - 1) < 0.04

# Long neutral region by finite volumes, with a strong sheet.
cells, length = 12000, 12 * L
step = length / cells
sheet_index = 500
strong_S = 2000.0


def long_region_current(S):
    size = cells - 1
    bands = np.zeros((3, size))
    bands[0, 1:] = bands[2, :-1] = -D / step
    bands[1] = 2 * D / step + step * D / L**2
    bands[1, sheet_index - 1] += S
    rhs = np.zeros(size)
    rhs[0] = D / step
    u = solve_banded((1, 1), bands, rhs)
    return D * (1 - u[0]) / step + step * D / (2 * L**2)


difference = long_region_current(strong_S) - long_region_current(0)
predicted = neutral_current(sheet_index*step, T0, strong_S)/(q*ni**2/N)
assert abs(difference / predicted - 1) < 0.005

# Trap occupancy from separate electron and hole capture and emission.
for n, p, an, ap in [(0.2, 0.1, 1, 1), (0.01, 3, 4, 2), (0, 0, 9, 1)]:
    balance = lambda f: an*(n*(1-f)-f) - ap*(p*f-(1-f))
    f = brentq(balance, 0, 1)
    emission = an * (f - n * (1 - f))
    formula = (1 - n*p) / ((n + 1)/ap + (p + 1)/an)
    assert abs(emission - formula) < 1e-10

# Triangular barrier action and high-field tunnelling asymptotics.
E_test, F_test = 0.1, peak_field * 100
action = quad(lambda z: 2*np.sqrt(2*mass*m0*q*E_test*(1-z))/hbar
              * E_test/F_test, 0, 1)[0]
barrier = (4*np.sqrt(2*mass*m0)*(q*E_test)**1.5
           / (3*q*hbar*F_test))
assert abs(action / barrier - 1) < 1e-7
for ratio, tolerance in [(2, 0.02), (4, 0.005)]:
    integral = tunnel_gamma(ratio*gamma_field(T0), 27*ratio**2*vt, T0)
    saddle = 2*np.sqrt(3*np.pi)*ratio*np.exp(ratio**2)
    assert abs(integral / saddle - 1) < tolerance

# A fixed layer is switched on by the widening generation zone.
layer = 60 * nm
needed_V = 2*(thermal(T0) + q*N*(layer+inactive_width(T0))**2/(2*eps))
switch_bias = needed_V - total_voltage(T0, 0)
bias_currents = {}
for VR in (1.0, switch_bias, 4.0):
    potential = solve_poisson(T0, VR)
    bias_currents[VR] = at(sheet_scan(potential, T0, VR, S0), layer)
saturated = q * S0 * ni / 2
assert abs(bias_currents[switch_bias] / saturated - 0.5) < 0.03

# Partial activity of a loop crossing the zone edge.
offset = 5 * nm
angles = (np.arange(2000) + 0.5) * 2 * np.pi / 2000
loop_positions = xh + offset + radius * np.cos(angles)
numeric_fraction = np.mean(np.interp(-loop_positions, x, scan)) / saturated
line_fraction = np.arccos(offset / radius) / np.pi
assert abs(numeric_fraction - line_fraction) < 0.02

# Activation energies from independent solutions at two temperatures.
temperatures = (290.0, 310.0)
thermal_scans = [sheet_scan(solve_poisson(T, bias0), T, bias0, S0)
                 for T in temperatures]
inverse_change = 1/thermal(290.0) - 1/thermal(310.0)
activation = []
for s, expected in [(0, gap/2 + 1.5*vt), (400*nm, gap + 3*vt)]:
    Ea = np.log(at(thermal_scans[1], s)/at(thermal_scans[0], s))
    Ea /= inverse_change
    assert abs(Ea - expected) < 0.01
    activation.append(Ea)
field_Ea = np.log(depleted_current(0, 310.0, bias0, True)
                  / depleted_current(0, 290.0, bias0, True))/inverse_change

# Worked values and neglected effects.
gamma_peak = tunnel_gamma(peak_field, gap/2, T0)
field_current = depleted_current(0, T0, bias0, True)
neutral = neutral_current(150*nm - xp, T0)
field_ratio = peak_field / gamma_field(T0)
saddle_peak = 2*np.sqrt(3*np.pi)*field_ratio*np.exp(field_ratio**2)
best_energy = 3 * vt * field_ratio**2
lowering = np.sqrt(q * peak_field / (np.pi * eps))
pf = np.exp(lowering / vt)
pf_midgap = 2 * pf / (1 + pf)
reduced_mass, gap_J = mass*m0/2, gap*q


def direct_band_rate(s):
    F = q*N*(xp-s)/eps*100
    if F <= 0:
        return 0.0
    return (q**2*F**2*np.sqrt(reduced_mass)
            / (18*np.pi*hbar**2*np.sqrt(gap_J))
            * np.exp(-np.pi*np.sqrt(reduced_mass)*gap_J**1.5
                     / (2*q*hbar*F))) / 1e6


positions = np.linspace(0, xp, 2001)[:-1]
band_current = 2*q*np.sum([direct_band_rate(s) for s in positions])*xp/2000
fields = q*N*(xp-positions)/eps
ionization = 2*np.sum(7e5*np.exp(-1.2e6/fields))*xp/2000
tau = L**2 / D
background = q * ni * 2 * xh / (2 * tau)
hot_neutral = neutral_current(150*nm-half_width(400.0, bias0), 400.0)
hot_depleted = depleted_current(0, 400.0, bias0, True)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", T0, "K")
show("Band gap", gap, "eV")
show("Doping on each side", N, "cm^-3")
show("Intrinsic density", ni, "cm^-3")
show("Reverse bias", bias0, "V")
show("Built-in voltage", total_voltage(T0, 0), "V")
show("Relative permittivity", eps*100/const.epsilon_0)
show("Diffusivity", D, "cm^2/s")
show("Diffusion length", L*1e4, "um")
show("Tunnelling mass", mass, "electron masses")
show("Capture coefficient", capture, "cm^3/s")
show("Loop density", loop_density, "cm^-2")
show("Loop radius", radius/nm, "nm")
show("Active sites per loop", sites_per_loop)
show("Sheet velocity S", S0, "cm/s")
show("Depletion half-width", xp/nm, "nm")
show("Generation half-width", xh/nm, "nm")
show("Generation / depletion width", xh/xp)
show("Peak field", peak_field/1e6, "MV/cm")
for distance in (0, 20, 40, 60, 80, 150, 400):
    show(f"Drift-diffusion sheet current, s={distance} nm",
         at(scan, distance*nm), "A/cm^2")
for distance in (0, 20, 40, 60):
    s = distance * nm
    show(f"With tunnelling, s={distance} nm",
         depleted_current(s, T0, bias0, True), "A/cm^2")
show("Long-region neutral current, s=150 nm", neutral, "A/cm^2")
show("Junction / neutral ratio, no tunnelling", saturated/neutral)
show("Junction / neutral ratio, with tunnelling", field_current/neutral)
show("N/(2 ni)", N/(2*ni))
show("Current per junction loop, with tunnelling",
     field_current/loop_density, "A")
show("Characteristic tunnelling field", gamma_field(T0)/1e6, "MV/cm")
print(f"Gamma at peak, integral / saddle: {gamma_peak:.4g} / {saddle_peak:.4g}")
show("Dominant tunnelling distance", best_energy/peak_field/nm, "nm")
show("Midgap gain if only one carrier tunnels",
     2*(1+gamma_peak)/(2+gamma_peak))
show("Switch-on bias for layer at 60 nm", switch_bias, "V")
for VR, current in bias_currents.items():
    show(f"60 nm layer current at {VR:.3g} V", current, "A/cm^2")
print(f"Crossing loop, centre {offset/nm:.0f} nm outside: active fraction "
      f"{line_fraction:.3f} (line), {numeric_fraction:.3f} (numeric)")
print(f"Activation energy, junction / neutral / junction with tunnelling: "
      f"{activation[0]:.3f} / {activation[1]:.3f} / {field_Ea:.3f} eV")
show("Junction / neutral ratio at 400 K, with tunnelling",
     hot_depleted/hot_neutral)
show("Loop-free generation current", background, "A/cm^2")
print(f"Poole-Frenkel: lowering {lowering:.3f} eV, midgap gain "
      f"{pf_midgap:.3f}, best-level gain {np.sqrt(pf):.3g}")
show("Direct band-to-band current estimate", band_current, "A/cm^2")
show("Rough avalanche ionization integral", ionization)
show("Current gain for tunnelling mass 0.2",
     depleted_current(0, T0, bias0, True, 0.2)/field_current)
print(f"20 meV gap narrowing gain, junction / neutral: "
      f"{np.exp(0.02/(2*vt)):.3f} / {np.exp(0.02/vt):.3f}")
show("Maximum trapped charge / one-side depletion charge",
     site_density/(N*xp))
show("Doping / band density of states", N/dos300)
print("checks complete")
```

Running it gives:

```
Temperature: 300 K
Band gap: 1.12 eV
Doping on each side: 2e+17 cm^-3
Intrinsic density: 9.78e+09 cm^-3
Reverse bias: 2 V
Built-in voltage: 0.8704 V
Relative permittivity: 12
Diffusivity: 10 cm^2/s
Diffusion length: 100 um
Tunnelling mass: 0.25 electron masses
Capture coefficient: 1e-08 cm^3/s
Loop density: 1e+10 cm^-2
Loop radius: 15 nm
Active sites per loop: 9.425
Sheet velocity S: 942.5 cm/s
Depletion half-width: 96.68 nm
Generation half-width: 45.73 nm
Generation / depletion width: 0.473
Peak field: 0.2916 MV/cm
Drift-diffusion sheet current, s=0 nm: 7.384e-07 A/cm^2
Drift-diffusion sheet current, s=20 nm: 7.384e-07 A/cm^2
Drift-diffusion sheet current, s=40 nm: 7.187e-07 A/cm^2
Drift-diffusion sheet current, s=60 nm: 5.012e-10 A/cm^2
Drift-diffusion sheet current, s=80 nm: 9.805e-13 A/cm^2
Drift-diffusion sheet current, s=150 nm: 6.834e-14 A/cm^2
Drift-diffusion sheet current, s=400 nm: 5.091e-14 A/cm^2
With tunnelling, s=0 nm: 6.63e-06 A/cm^2
With tunnelling, s=20 nm: 4.277e-06 A/cm^2
With tunnelling, s=40 nm: 2.739e-06 A/cm^2
With tunnelling, s=60 nm: 1.269e-09 A/cm^2
Long-region neutral current, s=150 nm: 7.211e-14 A/cm^2
Junction / neutral ratio, no tunnelling: 1.024e+07
Junction / neutral ratio, with tunnelling: 9.194e+07
N/(2 ni): 1.022e+07
Current per junction loop, with tunnelling: 6.63e-16 A
Characteristic tunnelling field: 0.3688 MV/cm
Gamma at peak, integral / saddle: 7.978 / 9.066
Dominant tunnelling distance: 1.662 nm
Midgap gain if only one carrier tunnels: 1.8
Switch-on bias for layer at 60 nm: 2.894 V
60 nm layer current at 1 V: 1.197e-12 A/cm^2
60 nm layer current at 2.89 V: 3.692e-07 A/cm^2
60 nm layer current at 4 V: 7.384e-07 A/cm^2
Crossing loop, centre 5 nm outside: active fraction 0.392 (line), 0.391 (numeric)
Activation energy, junction / neutral / junction with tunnelling: 0.599 / 1.197 / 0.510 eV
Junction / neutral ratio at 400 K, with tunnelling: 1.241e+05
Loop-free generation current: 7.165e-10 A/cm^2
Poole-Frenkel: lowering 0.118 eV, midgap gain 1.980, best-level gain 9.86
Direct band-to-band current estimate: 3.075e-30 A/cm^2
Rough avalanche ionization integral: 0.03781
Current gain for tunnelling mass 0.2: 1.299
20 meV gap narrowing gain, junction / neutral: 1.472 / 2.168
Maximum trapped charge / one-side depletion charge: 0.04874
Doping / band density of states: 0.008
checks complete
```
